Q: Inelastic electron scattering can supposedly be described as a flux of virtual photons being absorbed by the proton. I see one electron going in and one coming out, and no photon beam. What do you start from?

A: From the electron cross section itself. The photon language has to emerge from it. An unpolarised electron k = (E, **k**) hits an unpolarised proton at rest, P = (M, 0), and leaves with k' = (E', **k'**) at angle θ. The hadronic final state X is not observed. I take one-photon exchange, neglect the electron mass, set ħ = c = 1, and use the metric (+,−,−,−). With q = k − k', define

ν = E − E'
Q² = −q² = 2k·k' = 4EE' sin²(θ/2)
x = Q²/(2Mν)
W² = (P+q)² = M² + 2Mν − Q²

I require W > M, so the elastic peak is excluded. States are normalised to 2E, and the squared charge is 4πα. All hadronic information sits in

4πW^{μν} = Σ_X (2π)⁴ δ⁴(P+q−p_X) ⟨P|J^μ|X⟩⟨X|J^ν|P⟩,

averaged over the proton spin. The electron contributes its spin-averaged trace

L_{μν} = 2[k_μk'_ν + k'_μk_ν − g_{μν} k·k'].

The flux factor is 4ME, and each amplitude carries 4πα/Q², so

dσ = [1/(4ME)] [(4πα)²/Q⁴] L_{μν} 4πW^{μν} d³k'/[(2π)³ 2E'].

Since d³k' = E'² dE' dΩ, the numerical factors combine to 16π²·4π/(4·8π³·2) = 1, leaving

d²σ/(dΩ dE') = α²E'/(MEQ⁴) · L_{μν}W^{μν}.

Q: W^{μν} could contain many functions. Why do two suffice?

A: After the spin average, the available vectors are P and q. Parity excludes the tensor built from the antisymmetric symbol with P and q. Current conservation, q_μW^{μν} = q_νW^{μν} = 0, means that projecting each index with g^{μν} − q^μq^ν/q² changes nothing. The projection removes every term with a free q^μ or q^ν and turns P into

P̂ = P − q (P·q)/q² = P + q Mν/Q².

The projected metric and P̂^μP̂^ν remain:

W^{μν} = F1(−g^{μν} + q^μq^ν/q²) + F2 P̂^μP̂^ν/(P·q).

F1 and F2 are dimensionless functions of x and Q².

Q: Then contract and you are finished. What do photons add?

A: The contraction gives the angular form, and its ingredients will be needed again. Because q·k = −k·k' and q·k' = k·k',

q^μL_{μν} = 2k·k'[−k'_ν + k_ν − q_ν] = 0.

Terms with q therefore drop out. The other two contractions are

−g^{μν}L_{μν} = −2[2k·k' − 4k·k'] = 4k·k' = 2Q²
P^μP^νL_{μν} = 2[2M²EE' − M²Q²/2] = 4M²EE' cos²(θ/2).

With P·q = Mν and Q⁴ = 16E²E'² sin⁴(θ/2), this gives

d²σ/(dΩ dE') = α²/[4E² sin⁴(θ/2)] · [(2F1/M) sin²(θ/2) + (F2/ν) cos²(θ/2)].

This is complete, but F2 does not belong to a single photon polarisation. To separate the polarisations, put the z axis along the three-momentum of q, whose length is |q| = √(ν²+Q²). The transverse polarisation vectors are the unit vectors along x and y. The longitudinal one is

e_L = (|q|, 0, 0, ν)/Q.

It satisfies e_L·q = (|q|ν − ν|q|)/Q = 0 and e_L² = (|q|² − ν²)/Q² = +1. The positive norm is a consequence of q being spacelike.

Q: That sign worries me. How does it enter the tensor?

A: In the t–z plane the vectors e_L, of norm +1, and q/Q, of norm −1, form an orthogonal basis. The metric is therefore

g^{μν} = e_L^μe_L^ν − q^μq^ν/Q² − Σ_T e^μe^ν,

where Σ_T runs over x and y. Since q² = −Q², the q terms cancel in

−g^{μν} + q^μq^ν/q² = Σ_T e^μe^ν − e_L^μe_L^ν.

Next, P̂ has time component M + Mν²/Q² = M|q|²/Q² and z component Mν|q|/Q². Hence P̂ = (M|q|/Q) e_L. Inserting both results,

W^{μν} = F1 Σ_T e^μe^ν + W_L e_L^μe_L^ν
W_L = −F1 + F2 M²|q|²/(Q²Mν) = −F1 + (Mν/Q²)(1 + Q²/ν²)F2.

Here Mν/Q² = 1/(2x), and ν = Q²/(2Mx) gives Q²/ν² = 4M²x²/Q². So

W_L = F_L/(2x), F_L = (1 + 4M²x²/Q²)F2 − 2xF1.

The minus sign in front of F1 comes from the positive norm of e_L.

Q: Is the factor 1 + 4M²x²/Q² what people call a target-mass correction?

A: It is the kinematic part: |q|²/ν² written in terms of x. It holds whatever F1 and F2 are. If one predicts F1 and F2 from parton distributions, the proton mass can also modify those predictions. That is a separate matter, which this factor neither includes nor replaces. At fixed x the factor tends to 1 as Q² grows.

Q: The electron can emit a superposition of longitudinal and transverse photons. Where are the interference terms?

A: L_{μν} does contain them, but W^{μν} has no matching entries. With X summed over and the proton unpolarised, nothing on the hadronic side singles out a direction around q. If a hadron were detected at a definite azimuth, this argument would fail and interference could appear.

We therefore need three diagonal elements of L. Let the electron momenta lie in the xz plane. Then k_y = k'_y = 0 and g_yy = −1, so

L_yy = 2k·k' = Q².

Since P̂ differs from P by a multiple of q, and q^μL_{μν} = 0,

L_LL = [Q²/(M²|q|²)] P^μP^νL_{μν} = 4EE' cos²(θ/2) Q²/|q|².

The completeness relation and the contraction 2Q² found above give L_xx + L_yy − L_LL = 2Q², hence

L_xx = Q² + L_LL.

Define the ratio of longitudinal to transverse strength:

ε = L_LL/(L_xx + L_yy) = L_LL/(2Q² + L_LL).

Its inverse is 1 + 2Q²/L_LL = 1 + 2|q|²/[4EE' cos²(θ/2)]. Replacing 4EE' by Q²/sin²(θ/2) gives

ε = [1 + 2(1 + ν²/Q²) tan²(θ/2)]⁻¹.

Because L_xx − L_yy = L_LL, the same ε is the degree of linear polarisation of the transverse part. Moreover 1 − ε = 2Q²/(2Q² + L_LL), so L_xx + L_yy = 2Q²/(1−ε), and

L_{μν}W^{μν} = F1(L_xx + L_yy) + W_L L_LL = [2Q²/(1−ε)] (F1 + εW_L).

At θ → 180°, ε → 0 and the transverse part alone survives. At fixed x and Q², raising E sends θ → 0 and ε → 1.

Q: You still have no cross section for a photon. How can an off-shell particle have one?

A: It needs a definition, and that is where a convention enters. For a real photon of energy ν the flux factor is 4P·q = 4Mν, and the absorption cross section for polarisation vector e is

σ = [1/(4Mν)] (4πα) e*_μe_ν 4πW^{μν}.

For a virtual photon keep this expression, but replace ν in the flux factor by a quantity K that tends to ν as Q² → 0. A transverse vector gives e*_μe_νW^{μν} = F1, for either helicity, and e_L gives W_L. Therefore

σ_T = 4π²α F1/(MK)
σ_L = 4π²α W_L/(MK) = 4π²α F_L/(2xMK).

Here σ_T is the average over the two transverse helicities, not their sum. Solving the other way,

F1 = MKσ_T/(4π²α)
F2 = 2x MK(σ_T + σ_L)/[4π²α(1 + 4M²x²/Q²)].

The second line follows from F1 + W_L = (1 + 4M²x²/Q²)F2/(2x): F2 measures the sum of the two absorption strengths.

Now substitute F1 + εW_L = MK(σ_T + εσ_L)/(4π²α) into the electron cross section. The prefactor is

[α²E'/(MEQ⁴)] [2Q²/(1−ε)] [MK/(4π²α)] = αKE'/[2π²Q²E(1−ε)].

So

d²σ/(dΩ dE') = Γ(σ_T + εσ_L)
Γ = αKE'/[2π²Q²E(1−ε)].

Γ is the flux of transverse virtual photons per incident electron, per unit solid angle and energy of the scattered electron; the longitudinal ones enter with the weight εΓ. The proton mass has cancelled from the prefactor, apart from any dependence hidden in K.

Q: Which K is right? An undetermined K in a physical formula looks like a defect.

A: I consider two choices, and neither is more right than the other. Hand's convention takes the energy of a real photon that would produce the same W from a proton at rest. Solving W² = M² + 2MK_H gives

K_H = (W² − M²)/(2M) = ν − Q²/(2M) = ν(1−x).

Gilman's convention extends the invariant flux factor to a spacelike q:

4√[(P·q)² − M²q²] = 4M√(ν²+Q²), so K_G = √(ν²+Q²) = |q|.

Both tend to ν as Q² → 0, where the physical photoabsorption cross section must be recovered. Away from that limit they differ:

K_H/K_G = (1−x)/√(1 + 4M²x²/Q²).

For Q² → ∞ at fixed x the ratio tends to 1−x, so the difference does not disappear at high Q².

Now change K to K'. Γ is multiplied by K'/K, while σ_T and σ_L are each multiplied by K/K'. The products Γσ_T and Γσ_L are unchanged, and so is the measured cross section. In the ratio, K cancels:

R = σ_L/σ_T = W_L/F1 = F_L/(2xF1) = (1 + 4M²x²/Q²)F2/(2xF1) − 1.

Q: That is algebra on the definitions. An experimenter does not know F1 and F2. Could the convention slip in when R is extracted from data?

A: The extraction holds x and Q² fixed, varies the beam energy, and plots the cross section divided by Γ against ε. The formula predicts a straight line with intercept σ_T and slope σ_L. Both choices of K depend on ν and Q² alone, so K is the same for every point on the line. Changing the convention stretches the vertical axis, and slope over intercept stays put.

Q: Show me numbers in which the cross sections are not produced by the formula you want to confirm.

A: Take a model in which the current lifts the proton to a continuum of spin-1/2 states of mass W, with the vertex

G1(Q²γ^μ + q̸q^μ) + G2 iσ^{μν}q_ν.

Contracting the first term with q_μ gives Q²q̸ + q²q̸ = 0. The second vanishes because σ^{μν} = (i/2)[γ^μ, γ^ν] is antisymmetric, so the current is conserved. The relative sign of the two terms matters for the numbers below. I choose G1 = 0.1 GeV⁻², G2 = 1 GeV⁻¹ and a constant density of states in W² of 0.02 GeV⁻². These are round parameters, not a description of proton data. The cross sections come from explicit sums over electron and hadron spins, without Γ or ε.

At x = 0.5 and Q² = 2 GeV², with M = 0.93827 GeV, the kinematics are

ν = 2/(2 × 0.93827 × 0.5) = 2.1316 GeV
W² = 0.8804 + 4 − 2 = 2.8804 GeV²
K_H = 2.1316 × 0.5 = 1.0658 GeV
K_G = √(2.1316² + 2) = 2.5581 GeV.

The three beam energies give:

E = 3 GeV: ε = 0.39153, cross section 2.2923 nb/(sr GeV)
E = 5 GeV: ε = 0.80882, cross section 15.2321 nb/(sr GeV)
E = 10 GeV: ε = 0.95983, cross section 101.2639 nb/(sr GeV).

Dividing by Hand's Γ leaves 24.4582, 25.7662 and 26.2395 μb. The raw cross section rises by a factor of about 44, the reduced one by about 7 per cent: most of the energy dependence belonged to the flux. From the outer points,

σ_L = (26.2395 − 24.4582)/(0.95983 − 0.39153) = 3.134 μb
σ_T = 24.4582 − 0.39153 × 3.134 = 23.231 μb
R = 3.134/23.231 = 0.1349.

The middle point is then predicted to be 23.231 + 0.80882 × 3.134 = 25.766 μb, as found.

With Gilman's Γ the reduced values are 10.1903, 10.7352 and 10.9324 μb, and

σ_L = (10.9324 − 10.1903)/0.56830 = 1.306 μb
σ_T = 10.1903 − 0.39153 × 1.306 = 9.679 μb
R = 1.306/9.679 = 0.1349.

Each cross section has been multiplied by K_H/K_G = 0.4166, and R has not moved.

Q: Does that R agree with the structure functions?

A: The model's hadronic tensor, projected covariantly, gives F1 = 0.20710 and F2 = 0.16320. The target-mass factor is 1 + 4 × 0.8804 × 0.25/2 = 1.4402. Since 2x = 1,

F_L = 1.4402 × 0.16320 − 0.20710 = 0.0279
R = 0.0279/0.2071 = 0.135,

in agreement with both fits. Tests at two other values of x and Q² confirm the same relations. The numerical output lists further digits.

Q: Suppose I drop the mass factor, since Q² is already more than twice M².

A: Then you would find R = 0.16320/0.20710 − 1 = −0.212. That is impossible: σ_T and σ_L are sums of squared amplitudes |e·J|² with positive weights, so neither can be negative. Positivity requires F1 ≥ 0 and

(1 + 4M²x²/Q²)F2 ≥ 2xF1.

What matters is the size of 4M²x²/Q², here 0.44. Dropping it shifts R by −0.44 × F2/(2xF1) = −0.347, which is larger in magnitude than R itself. R is a difference between a ratio near 1 and 1, so it is sensitive to this factor.

Q: And can the flux convention ever spoil R?

A: Yes, if it is changed halfway. Dividing Gilman's σ_L by Hand's σ_T gives 1.3059/23.2310 = 0.0562, which is R K_H/K_G and not R. The invariance requires one K in both cross sections. Likewise, to recover the electron cross section from published values of σ_T and σ_L, the sum σ_T + εσ_L must be multiplied by the Γ of their own convention.

Hand's convention also has a special behaviour near the elastic threshold. There K_H → 0, so its σ_T grows without bound if F1 tends to a finite nonzero value, while Γ goes to zero. Their product remains finite. This happens in the model, whose continuum reaches down to W = M. A real proton, without photon emission, has no inelastic states below W = M + m_π, where K_H is already about 0.145 GeV, so its inelastic σ_T never enters that region. At W = M itself K_H vanishes and the division is undefined, so in this convention the elastic peak must be treated separately.

Q: One last difficulty. Your e_L contains 1/Q. As Q² → 0 the longitudinal cross section should blow up, yet a real photon has no longitudinal polarisation.

A: Current conservation removes the danger. For any transition, q_μJ^μ = 0 reads νJ⁰ = |q|J³. Then

e_L·J = (|q|J⁰ − νJ³)/Q = J⁰(|q|² − ν²)/(Q|q|) = QJ⁰/|q|.

The 1/Q has become a factor Q. If J⁰ stays finite at fixed ν, σ_L vanishes at least as fast as Q². If F1 has a nonzero limit, R = σ_L/σ_T also vanishes at least as fast as Q². In the model at ν = 2.1316 GeV, R is 4.741 × 10⁻⁵ at Q² = 10⁻³ GeV² and 4.740 × 10⁻⁶ at 10⁻⁴ GeV²: a tenfold drop for a tenfold drop in Q². Since both K tend to ν, σ_T becomes the ordinary photoabsorption cross section in either convention.

Q: Which of your assumptions would you give up first when facing real data?

A: One-photon exchange without radiation. Exchange of a second photon, or emission of real photons by the electron, adds terms that do not have the form L_{μν}W^{μν}/Q⁴, and nothing in the derivation keeps those terms linear in ε. They have to be corrected for or bounded before the slope is read as σ_L. Z exchange brings in parity violation and further structure functions. Neglecting the electron mass is much safer here: restoring it at fixed E, E' and θ changes the model cross sections at the three beam energies by at most 3.5 × 10⁻⁷ of their massless values. That safety needs Q² much larger than the squared electron mass. At E = 5 GeV and the same ν, the change grows to about 0.15 per cent at the angle where the massless Q² is 10⁻⁴ GeV², and to about 14 per cent at 10⁻⁶ GeV². Close to the real-photon limit, Γ and ε must therefore be rederived with the mass kept.

Values computed for the example and the checks

```
fine-structure constant alpha = 0.00729735
proton mass M = 0.938272 GeV
couplings G1 = 0.1 GeV^-2, G2 = 1.0 GeV^-1, RHO = 0.02 GeV^-2
x = 0.5, Q2 = 2.0 GeV^2
nu = 2.13158 GeV
W^2 = 2.88035 GeV^2, W = 1.69716 GeV
target-mass factor 1+4M^2x^2/Q2 = 1.44018
F1 = 0.207095
F2 = 0.163200
FL = 0.027942
R from F1 and F2 = 0.134923
R with target-mass factor dropped = -0.211956
Hand: K = 1.06579 GeV
Hand: sigma_T = 23.2310 microbarn
Hand: sigma_L = 3.1344 microbarn
Hand: R from straight-line fit = 0.134923
Gilman: K = 2.55805 GeV
Gilman: sigma_T = 9.6790 microbarn
Gilman: sigma_L = 1.3059 microbarn
Gilman: R from straight-line fit = 0.134923
K_Hand/K_Gilman = 0.41664
sigma_L(Gilman)/sigma_T(Hand), mixed = 0.056214
E = 3.0 GeV: E' = 0.86842 GeV, theta = 51.964 deg
  epsilon = 0.39153
  direct d2sigma = 2.2923 nb/(sr GeV)
  Hand: Gamma = 9.37226e-05 /(sr GeV), d2sigma/Gamma = 24.4582 microbarn
  Gilman: Gamma = 2.24948e-04 /(sr GeV), d2sigma/Gamma = 10.1903 microbarn
E = 5.0 GeV: E' = 2.86842 GeV, theta = 21.522 deg
  epsilon = 0.80882
  direct d2sigma = 15.2321 nb/(sr GeV)
  Hand: Gamma = 5.91168e-04 /(sr GeV), d2sigma/Gamma = 25.7662 microbarn
  Gilman: Gamma = 1.41889e-03 /(sr GeV), d2sigma/Gamma = 10.7352 microbarn
E = 10.0 GeV: E' = 7.86842 GeV, theta = 9.144 deg
  epsilon = 0.95983
  direct d2sigma = 101.2639 nb/(sr GeV)
  Hand: Gamma = 3.85922e-03 /(sr GeV), d2sigma/Gamma = 26.2395 microbarn
  Gilman: Gamma = 9.26269e-03 /(sr GeV), d2sigma/Gamma = 10.9324 microbarn
fixed nu, Q2 = 1e-03 GeV^2: R = 4.7409e-05
fixed nu, Q2 = 1e-04 GeV^2: R = 4.7403e-06
largest relative effect of electron mass = 3.5e-07
```
